# Floating gates of prescribed charge in Newton–Poisson solvers by bordering

## What symmetry and dimensions fix

A floating gate adds one unknown, its potential, and one condition, its charge. If the charge is wrong by \(d\), the potential must be corrected by a charge divided by a capacitance. The numerical task is to find that capacitance while the semiconductor responds.

Two symmetries fix the rest. On a finite-volume mesh the flux between nodes \(i\) and \(j\) is \(c_{ij}(\phi_i-\phi_j)\), with \(c_{ij}=c_{ji}=\varepsilon\times\text{face}/\text{distance}\). Exchanging the nodes reverses the flux, so the matrix \(K\) of fluxes is symmetric: the column that tells the interior about the gate is also the row that collects the gate's charge. Adding a constant to every potential changes no flux, so the rows of \(K\) sum to zero. The Newton system is therefore an interior matrix \(A\) with a symmetric border,

\[
\begin{pmatrix}A&b\\ b^T&C\end{pmatrix}
\begin{pmatrix}\delta\phi\\ \delta\phi_F\end{pmatrix}
=-\begin{pmatrix}r\\ d\end{pmatrix}. \tag{1}
\]

Here \(r\) is the interior residual and \(d\) the charge defect of the gate.

## Discrete equations

Potentials are in V, lengths in nm and charges in units of \(e\). In a two-dimensional section, charges are per nm of the third direction. The Fermi level is zero throughout the silicon (equilibrium), and \(\phi\) is measured from the intrinsic level. Both gates are ideal n+ conductors, so a gate at voltage \(V\) has \(\phi=V+(E_c-E_i)/e\). This offset is constant, and derivatives with respect to \(V\) and \(\phi\) agree.

Let \(f\) denote interior nodes, \(F\) floating-gate nodes and \(E\) nodes of fixed electrodes. With node charge \(q_i(\phi_i)\), Gauss's law for each interior box is

\[
r_i=(K\phi)_i-q_i(\phi_i)=0. \tag{2}
\]

Summing the flux rows over the gate gives its charge. A link between two gate nodes enters once with each sign and cancels, so

\[
d=\mathbf 1_F^TK\phi-Q=0. \tag{3}
\]

Differentiating (2) and (3), with all gate nodes moving together, gives

\[
A=K_{ff}+D,\quad D=\mathrm{diag}(-q_i'),\quad b=K_{fF}\mathbf 1,\quad C=\mathbf 1^TK_{FF}\mathbf 1. \tag{4}
\]

The charge law must satisfy \(q_i'\le0\): raising the potential attracts electrons and repels holes. For Boltzmann carriers in a box of volume \(v_i\), with \(V_T=kT/e\),

\[
q_i=v_i(p-n-N_A),\quad p=n_ie^{-\phi/V_T},\quad n=n_ie^{\phi/V_T},\quad -q_i'=v_i(p+n)/V_T .
\]

## Two solves

The first row of (1) is \(A\,\delta\phi=-r-b\,\delta\phi_F\). It is linear in \(\delta\phi_F\), so define

\[
Ap=-r,\qquad Az=-b,\qquad \delta\phi=p+z\,\delta\phi_F. \tag{5}
\]

Inserting this in the second row gives \(b^Tp+(C+b^Tz)\delta\phi_F=-d\), hence

\[
S=C+b^Tz,\qquad \delta\phi_F=-\frac{d+b^Tp}{S}. \tag{6}
\]

The vector \(p\) is the update with the gate held fixed, and \(z\) is the interior response to a unit change of gate potential. Both solves use one factorisation of \(A\). The numerator is the charge defect that would remain after the interior had moved by \(p\).

To see what \(S\) is, move the gate while the interior equations stay satisfied. Then \(A\,d\phi+b\,d\phi_F=0\), so \(d\phi/d\phi_F=z\), and the gate charge changes by

\[
\frac{dQ}{d\phi_F}=C+b^Tz=S. \tag{7}
\]

At a solution with a local charge law, \(S\) is the differential capacitance of the gate, with all other electrodes held fixed.

The same \(z\) gives the control-gate coupling ratio. Let \(k=K_{fG}\mathbf 1\) and \(h=\mathbf 1^TK_{FG}\mathbf 1\), where \(G\) is the control gate. At fixed \(Q\),

\[
A\,d\phi+b\,d\phi_F+k\,d\phi_G=0,\qquad b^Td\phi+C\,d\phi_F+h\,d\phi_G=0 .
\]

The first equation gives \(d\phi=z\,d\phi_F-A^{-1}k\,d\phi_G\). Since \(A\) is symmetric, \(-b^TA^{-1}k=z^Tk\), and the second becomes \(S\,d\phi_F+(h+z^Tk)d\phi_G=0\). Thus

\[
\alpha=\frac{d\phi_F}{d\phi_G}=-\frac{h+z^Tk}{S}. \tag{8}
\]

## Why the update is stable

Let \(J\) be the matrix in (1). For any \(u=(\phi,\phi_F)\),

\[
u^TJu=\sum_{\rm links}c_{ij}(u_i-u_j)^2+\sum_{\text{links to }E}c_{iE}u_i^2+\sum_iD_iu_i^2 .
\]

If every node is connected to a fixed electrode through some chain of links, this vanishes only for \(u=0\), so \(J\) is positive definite. Taking \(u=(z,1)\) and using \(Az=-b\),

\[
0<z^TAz+2b^Tz+C=-b^Tz+2b^Tz+C=S .
\]

The division in (6) is therefore safe.

A maximum principle also holds: if \(Jv\ge0\) in every row, then \(v\ge0\). Suppose the smallest component \(v_m\) were negative. Row \(m\) is \(D_mv_m+\sum_jc_{mj}(v_m-v_j)+c_{mE}v_m\), in which no term is positive. All must vanish, so the neighbours share the same minimum. Following the links to a node attached to an electrode gives a strictly negative row, a contradiction. The same argument holds for \(A\), with the gate counted as a fixed electrode. Since \(-b\ge0\), we get \(z\ge0\). Since the rows of \(K\) sum to zero, \(A(\mathbf 1-z)=A\mathbf 1+b\) consists of links to fixed electrodes plus \(D\), which is non-negative, so \(z\le1\).

Equations (2) and (3) are the gradient of

\[
\mathcal F=\tfrac12\phi^TK\phi+\sum_iG_i(\phi_i)-Q\phi_F,\qquad G_i'=-q_i, \tag{9}
\]

whose second derivative is \(J\). Hence \(\mathcal F\) is strictly convex and the solution is unique. It exists because the quadratic part grows in every direction, while a convex \(G_i\) falls at most linearly. For Boltzmann carriers \(G_i=v_i[V_T(p+n)+N_A\phi]\).

With \(g=(r,d)\), the slope of \(\mathcal F\) along the Newton step is \(s=g^T\delta u=-g^TJ^{-1}g<0\). Halve the step fraction \(t\), starting from 1, until

\[
\mathcal F(u+t\,\delta u)\le\mathcal F(u)+10^{-4}\,t\,s. \tag{10}
\]

The region where \(\mathcal F\) lies below its starting value is bounded, so there the eigenvalues of \(J\) lie between some \(\mu>0\) and \(M\). From \(-s=\delta u^TJ\delta u\ge\mu|\delta u|^2\) and Taylor's theorem, \(\mathcal F\) changes by at most \(ts+\tfrac12Mt^2|\delta u|^2\le ts(1-tM/2\mu)\). Condition (10) then holds once \(t\) is below a fixed positive value. Each step lowers \(\mathcal F\) by at least a fixed multiple of \(|g|^2\), and \(\mathcal F\) is bounded below, so \(g\to0\) in exact arithmetic.

Near the solution \(u^*\), let \(e=u-u^*\) and take a full step. Subtracting the residual at \(u^*\), which is zero, gives

\[
e_{\rm new}=J^{-1}\left[De+q(u)-q(u^*)\right].
\]

By Taylor's theorem the bracket is \(-\tfrac12q''(\xi)e^2\) at each node, with \(\xi\) between \(u^*\) and \(u\). For Boltzmann carriers \(|q''|=v|p-n|/V_T^2\le|q'|/V_T\), and \(|q'(\xi)|\le D\,e^{|e|/V_T}\). Since \(J\mathbf 1\ge D\mathbf 1\), the maximum principle gives \(J^{-1}D\mathbf 1\le\mathbf 1\), so

\[
\|e_{\rm new}\|_\infty\le\frac{\|e\|_\infty^2}{2V_T}\,e^{\|e\|_\infty/V_T}. \tag{11}
\]

Convergence becomes fast once the error is well below \(2V_T\), about 52 mV at 300 K. The mesh does not enter the bound.

The gate condition is linear in the potentials, so a step of fraction \(t\) leaves the defect \((1-t)d\). One full step removes it, and later steps of any length keep it at zero up to rounding.

## Schrödinger charge

Subbands make the electron density depend on the whole potential profile. To recover a local law, solve each vertical silicon column at a reference potential \(\phi^{\rm ref}\), freeze the states, and let only their occupation follow the potential:

\[
n_j(\phi_j)=\sum_ka_{kj}\ln(1+e^{x_{kj}}),\quad
x_{kj}=\frac{\phi_j-\phi_j^{\rm ref}-E_k}{V_T},\quad
a_{kj}=\frac{g_km_kkT}{\pi\hbar^2}|\psi_{kj}|^2. \tag{12}
\]

\(E_k\) is in eV from the Fermi level, \(g_k\) counts valleys and \(m_k\) is the in-plane density-of-states mass. Each term grows with \(\phi_j\), so \(q'\le0\) survives, and with it positivity, uniqueness and the line search of the inner problem. The electron part of \(G_j\) is \(-v_jV_T\sum_ka_{kj}\mathrm{Li}_2(-e^{x_{kj}})\), because \(d\,\mathrm{Li}_2(-e^x)/dx=-\ln(1+e^x)\).

When \(\phi=\phi^{\rm ref}\), (12) is the true subband density, so a fixed point of the outer loop solves the full column model. Convexity does not guarantee that this loop converges. Moreover, frozen states keep the wavefunctions fixed and let the occupation at each node follow the local potential, whereas a true level follows, to first order, the average of the potential change over \(|\psi|^2\). \(S\) and \(\alpha\) from frozen states are therefore approximate derivatives.

```
choose phi (gate nodes share one value)
repeat                           # once if charge is classical
  phi_ref = phi; compute and freeze subbands
  repeat
    r = (K phi - q)_f ;  d = sum_F(K phi) - Q
    factor A = K_ff + diag(-q')
    solve A p = -r ;  solve A z = -b
    S = C + b.z ;  dF = -(d + b.p)/S
    step = (p + z dF, dF)
    halve t from 1 until (10) holds
    phi += t step
  until max|step| < 1e-9 V
until max|phi - phi_ref| < 1e-6 V
```

In floating-point arithmetic the right side of (10) needs a small allowance, here \(10^{-12}(1+|\mathcal F|)\), because the last decreases of \(\mathcal F\) are lost in rounding.

## Cost

An update costs one factorisation and two solves with its factors; an ordinary fixed-gate update has one solve fewer. For two-dimensional meshes with nested-dissection ordering, factorisation scales as \(N^{3/2}\) and a solve as \(N\log N\), so the extra solve becomes relatively cheaper as the mesh grows. With \(m\) floating gates there are \(m\) vectors \(z\), hence \(m+1\) solves, and \(S\) becomes an \(m\times m\) matrix.

An alternative is a scalar search over gate voltage, with a complete nonlinear solution at each trial. On a coarse mesh of the cell below, with classical charge, both routes gave 2.489880 V. Bordering took 15 factorisations. The search took 35, starting from the bracket −3 to 5 V and reusing the previous potential each time.

In that bordered run the start had one uniform potential on the gate and in the interior. The gate then carried no charge, and the defect was 2.00 e/nm. The first step was full and left \(1.5\times10^{-14}\) e/nm. The second was cut to \(t=0.25\), and the defect stayed at rounding level. The last steps were \(2.3\times10^{-3}\), \(8.3\times10^{-5}\), \(1.0\times10^{-7}\) and \(1.5\times10^{-13}\) V. Close to the solution a step nearly equals the error before it, so (11) can be read on them: \((2.3\times10^{-3})^2/0.0517=1.0\times10^{-4}\) V, times the exponential factor 1.09, gives a bound of \(1.1\times10^{-4}\) V on the next value, \(8.3\times10^{-5}\) V.

## The planar limit

For a wide stack, let \(C_I\) and \(C_T\) be the interpoly and tunnel-oxide capacitances per area, and \(C_s\) the differential capacitance of the silicon. The gate charge per area is

\[
\sigma=C_I(\phi_F-\phi_G)+C_T(\phi_F-\phi_s).
\]

Continuity of displacement at the silicon surface gives \(C_s\,d\phi_s=C_T(d\phi_F-d\phi_s)\), so \(d\phi_s/d\phi_F=C_T/(C_T+C_s)\) and

\[
S=C_I+\frac{C_TC_s}{C_T+C_s},\qquad \alpha=\frac{C_I}{S}. \tag{13}
\]

In strong inversion \(C_s\gg C_T\), and \(S\to C_I+C_T\) is nearly constant. In depletion \(C_s\) is small, \(S\) falls and \(\alpha\) rises.

This limit also gives an independent reference. Let \(y\) point from silicon to oxide. With \(\Pi=V_T(p+n)+N_A\phi\), the charge density is \(-d\Pi/d\phi\). Multiplying \(\varepsilon_s\phi''=d\Pi/d\phi\) by \(\phi'\) and integrating from the neutral body gives \(\tfrac12\varepsilon_s\phi'^2=\Pi(\phi_s)-\Pi(\phi_b)\). The surface displacement is therefore

\[
\varepsilon_s\phi'=\sqrt{2\varepsilon_s[\Pi(\phi_s)-\Pi(\phi_b)]}=C_T(\phi_F-\phi_s)
\]

for \(\phi_s>\phi_b\). Together with the equation for \(\sigma\), this leaves one scalar equation for \(\phi_s\). At 9 V and \(-0.08\ e/\mathrm{nm}^2\) its root gives a gate voltage of 1.830374 V. The bordered solver differed by −0.0553 mV, and by −0.0139 mV after halving the mesh spacing: a factor of 4.0, as expected at second order.

## A memory cell

The example is a section across the width of a silicon floating-gate cell at 300 K. The tunnel oxide is 8 nm thick and the interpoly layer is equivalent to 12 nm of oxide. The floating gate is 50 nm wide, 50 nm long and 60 nm high. Isolation trenches 50 nm wide and 100 nm deep flank the active silicon, and the control gate descends between neighbouring floating gates to 20 nm above the silicon surface. Mirror boundaries mean that all cells on the word line carry the same charge. The silicon has \(3\times10^{17}\) acceptors per cm³, relative permittivity 11.7 (oxide 3.9) and electron masses 0.916 and 0.190. Source, drain and body are grounded, the control gate is at 5 V, and the floating gate holds 200 excess electrons. The half section carries \(Q=-200/(2\times50)=-2\) e/nm.

With Schrödinger charge the floating gate settles at 2.529 V. A mesh with spacings reduced by a third shifts this by −1.3 mV, and a mesh graded towards the corners by about −3 mV, so the last digit is not converged. The uncharged gate would sit at 3.386 V. The 200 electrons lower it by 0.857 V, or 4.29 mV each, which agrees with the differential capacitance of 37.3 aF. That capacitance is nearly constant because the channel is inverted in both states, with \(4.9\times10^{12}\) electrons per cm² when charged and \(7.1\times10^{12}\) when neutral.

Frozen states give 37.36 aF where differences of complete solutions give 37.33 aF, and a coupling ratio of 0.6773 against 0.6778. On this mesh the frozen-state approximation changes each by less than 0.1 %. The last digits are not converged: with classical charge, reducing the spacings by a third lowers the capacitance by 0.06 aF and raises the ratio by 0.0001, and grading towards the corners moves them by about −0.13 aF and +0.0002. The outer loop needed eight subband updates from the classical solution.

On the same mesh, classical charge gives 2.487 V, which is 42 mV lower; grading the mesh towards the corners moves this value by about −2 mV. Its surface density is 4.4 times the effective density of states of the band, so Boltzmann statistics fail there. The subbands correct statistics and confinement together, and this comparison does not separate them. They raise the surface potential at mid-channel from 0.600 to 0.723 V. About \(1-\alpha=0.32\) of the gate capacitance leads to the silicon, so the gate should follow by roughly \(0.32\times123=39\) mV, close to the computed shift.

The tunnel-oxide field at mid-channel follows from the gate potential \(2.529+0.562=3.091\) V:

\[
\frac{3.091-0.723}{8}=0.296\ \mathrm{V/nm}=2.96\ \mathrm{MV/cm}.
\]

The interpoly field above the gate is \((5-2.529)/12=0.206\) V/nm, or 2.06 MV/cm.

## Beside a real cell

These dimensions and the coupling ratio are roughly those of planar NAND flash at the 50 nm generation, and 5 V is roughly a bias for passing current through unselected cells. Of the assumptions examined here, the one that costs most is the two-dimensional section. Treating the end faces as parallel plates, 50 nm from conductors on the next word lines, gives a coupling to those conductors of \(\rho=11\) % of the gate capacitance. If those conductors are at voltage \(V_n\), the gate moves by about \((V_n-2.53)\rho/(1+\rho)\): −0.25 V for \(V_n=0\) and +0.25 V for 5 V. The facing conductors include floating gates, whose potentials depend on their own charge and follow their word line only in part, so these values indicate the size of the effect. It exceeds the voltage shifts estimated below for the other omissions. The two-dimensional section also leaves out the fringing field from the end faces to the cell's own control gate and silicon, which can add a few tens of per cent to the capacitance and so reduce the voltage change per electron. It also dilutes the coupling to the next word lines to roughly 8 % of the total, which brings the shifts above nearer to ±0.2 V. Absolute gate voltages and capacitances therefore need a three-dimensional mesh. The bordered algebra is unchanged.

The other omissions estimated here are smaller. In a floating gate with \(10^{20}\) donors per cm³ the bands bend at the lower face. The full-depletion formula gives 32 mV, but a bending this close to \(kT/e\) does not sweep out a degenerate electron gas, and Fermi–Dirac statistics give about 67 mV. At the upper face electrons accumulate, and the bands bend by about 39 mV in the opposite sense. An equally doped control gate loses about 45 mV at the interpoly field. For parabolic bands without gap narrowing, the Fermi level of such gates lies about 65 meV above \(E_c\) rather than at it; with both gates so doped, this lowers the floating-gate voltage by \((1-\alpha)\times65\approx21\) mV. Wave penetration into the oxide lowers the surface potential by about 13 mV. The vertical columns ignore confinement at the trench sidewalls; these are inverted to a depth of about 14 nm, and confining the electrons laterally as well raises the gate voltage by roughly 6 mV. With a 3.1 eV barrier and an oxide mass of 0.42, tunnelling through ideal oxide at the mid-channel field moves one electron in about \(10^{16}\) s if the electrons start at the band edge. The lowest subband lies about 0.16 eV higher, which shortens this to between \(10^{14}\) and \(10^{15}\) s. A fixed \(Q\) is still justified for a read. These estimates exclude defects in the oxide, which can shorten the time greatly in a real cell. They also exclude the stronger field at the edges of the active silicon. In this geometry that field raises the rate along vertical paths by about one order of magnitude at the edge itself, and by a factor of two or three averaged over the width. Exponents near 70 make them good to orders of magnitude at best. A gate corner rounded to 5 nm raises the interpoly field by a factor of about 1.7 when the control gate's facing corner is square, and about 1.8 when it is concentric (a full cylinder would give 2). The field then reaches at most about 3.8 MV/cm, still below the rough 10 MV/cm at which good oxide breaks down.

## Failure modes

**A stale response vector.** Suppose \(z\) is kept from an earlier \(A\) to save a solve, with \(S=C+b^Tz\) formed from it. The defect after a full step is \(d+b^Tp+S\delta\phi_F=0\), so the charge looks perfect. The interior rows, however, keep the linear residual \((Az+b)\delta\phi_F\), and quadratic convergence is lost. Monitor \(r\) as well as \(d\).

**No fixed electrode.** If a region containing the gate touches no fixed potential and holds no mobile charge, a constant shift changes no flux. \(J\) is then singular and \(S=0\), and a solution exists only if the charges in the region, \(Q\) included, sum to zero.

**A charge law that rises with potential.** If \(q'>0\) somewhere, \(J\) may lose positivity, \(S\) may vanish, and several solutions may exist. The elimination still works where \(A\) and \(S\) are nonsingular, but (9) no longer protects the line search.

**Current flow.** Coupling to carrier transport makes \(A\) nonsymmetric. Two solves still suffice for the update. If the border row is some \(c^T\ne b^T\), it replaces \(b^T\) throughout (6). The coupling ratio (8), however, relied on the symmetry of \(A\) and needs another solve.

**Cancellation in \(S\).** Refining the mesh to spacing \(h\) at the gate makes \(C\) grow as \(1/h\), while \(S\) tends to a constant. For an oxide gap \(w\), \(C/S\) is of order \(w/h\), so rounding errors in \(S\) are amplified by roughly that factor on coarse meshes, and by more on fine ones, where errors of the factorisation accumulate across the gap. This is harmless at \(w/h\sim10\) to 100 in double precision, but matters in single precision or with loosely converged iterative solves for \(z\).

## Computed results

```
temperature 300 K, kT/e 25.852 mV
acceptors 3.0e+17 cm^-3, intrinsic density 1.0e+10 cm^-3
conduction edge above intrinsic level 0.5618 eV
body potential -0.4451 V
tunnel oxide 8 nm, interpoly oxide 12 nm
gate width, length, height 50, 50, 60 nm
control gate 5.0 V, excess electrons 200
interior unknowns, coarse/main/fine mesh 1281/5100/11455
-- tests, coarse mesh, classical charge
two solves vs monolithic solve, relative difference 2.2e-15
gate voltage bordered 2.489880 V, nested 2.489880 V
factorisations: bordered 15, nested 35
largest difference between two starts 2.2e-14 V
Schur complement 2.374204, dQ/dV 2.374204 e/(V nm), half cell
coupling ratio from z 0.668255, by differences 0.668255
range of z 6.4e-09 to 0.8775
last Newton steps (V) 2.3e-03 8.3e-05 1.0e-07 1.5e-13
first step fractions t 1 0.25 1 1 1 1
first charge defects (e/nm) 2.00e+00 1.51e-14 1.84e-14 -3.11e-15 6.66e-15 2.31e-14
planar stack at 9 V, -0.08 e/nm^2: first integral 1.830374 V
planar mesh errors -0.0553, -0.0139 mV
Airy level test, largest relative error 1.4e-03
charge read back at fixed gate voltage, error 4.7e-11 e/nm
-- worked example, main mesh
gate voltage, classical charge 2.4867 V
gate voltage, Schrodinger charge 2.5286 V
shift by Schrodinger charge 41.9 mV
gate voltage on fine mesh 2.5273 V, mesh shift -1.26 mV
subband updates from classical start 8
neutral gate voltage 3.3859 V
gate capacitance, true derivative 37.333 aF
gate capacitance, frozen states 37.362 aF
coupling ratio, true 0.6778, frozen states 0.6773
tunnel-oxide field charged 2.959, neutral 3.970 MV/cm
interpoly field 2.060 MV/cm
channel sheet density charged 4.933e+12, neutral 7.141e+12 cm^-2
classical sheet density charged 5.222e+12 cm^-2
surface potential classical 0.6002, Schrodinger 0.7228 V
classical surface density / band density of states 4.41
lowest subband relative to Fermi level -4.9 meV
-- neglected effects
gate depletion at 1e+20 cm^-3: 31.5 mV
wave penetration into oxide: 7.7 mV
barrier 3.1 eV, oxide mass 0.42: WKB exponent 72.3
tunnelling time per electron 1.5e+16 s
corner radius 5 nm: field factor 1.96, field 4.04 MV/cm
next word lines at 50 nm: 11.1 % of capacitance
one electron moves the gate by 4.29 mV
```
